# Fitting O2 shift, Hubbard U and GGA/GGA+U offsets to oxide enthalpies

## One metal, two oxides

Let a metal Q have two oxides, QO and Q₂O₃. Three corrections are wanted for their energies: a shift $\Delta$ of the O₂ energy, a Hubbard $U$ on the d shell of Q, and an offset $D$ per Q atom that lets GGA+U oxides react with GGA metal. Suppose that $\Delta$ is already known from other oxides. Two numbers remain, and there are two data, the reference formation enthalpies of QO and Q₂O₃.

Taken per Q atom, the difference of the two data is the enthalpy of oxidizing QO to Q₂O₃. Elemental Q does not appear in that reaction, so $D$ plays no part in it, and it fixes $U$. Once the difference is right, both formation energies are wrong by the same amount per Q atom. That common amount is $D$.

With more oxides than parameters, "fixes" becomes "fits", and the choice of weights begins to matter. The procedure is then a least-squares form of the Wang–Maxisch–Ceder fit, followed by the Jain offset.

## Conventions

Energies are in Ry. Each oxide is written per metal atom as MO$_y$. Its uncorrected formation energy is
$$f(U)=E^{+U}(\mathrm{MO}_y)-E^{\rm GGA}(\mathrm M)-\tfrac{y}{2}E(\mathrm O_2),$$
and $F$ is the reference value. Enthalpies per O₂ molecule are called $h$. The corrections are
$$E(\mathrm O_2)\to E(\mathrm O_2)+\Delta,\qquad E^{+U}\to E^{+U}-n_{\rm M}D_{\rm M},$$
with $n_{\rm M}$ the number of M atoms in the formula unit.

References are enthalpies, whereas calculations give static total energies. The neglected $pV$, zero-point and thermal terms are partly absorbed by the fitted parameters, so $\Delta$ is not purely an error of the functional for the O₂ molecule.

## Setting the oxygen shift

Use oxides without transition metals, computed in plain GGA. Forming an oxide consumes O₂, so raising $E(\mathrm O_2)$ by $\Delta$ lowers each reaction energy per O₂ by $\Delta$. Minimise
$$S(\Delta)=\sum_{i=1}^{N}(h_i^{\rm GGA}-\Delta-h_i^{\rm ref})^2 .$$
Setting $dS/d\Delta=-2\sum_i(h_i^{\rm GGA}-\Delta-h_i^{\rm ref})=0$ gives
$$\Delta=\frac1N\sum_i(h_i^{\rm GGA}-h_i^{\rm ref}).$$
A positive $\Delta$ means that GGA oxidation is, on average over these oxides, not exothermic enough.

The assumption is that the error per O₂ is the same in every oxide. Look first at the scatter of the individual errors. Then, to detect a linear trend with the enthalpy, fit $h^{\rm GGA}=a+b\,h^{\rm ref}$ and see whether $b$ agrees with 1 within its standard error. A slope of 1 alone does not show that the errors are equal. Also compare the range of $h^{\rm ref}$ in this set with that of the transition-metal reactions. If the ranges do not overlap, the shift is being extrapolated.

## How an energy depends on U

For the rotationally invariant correction with one effective $U$,
$$E(U)=\min\left\{E_{\rm GGA}+\tfrac U2\,\mathrm{Tr}[n(1-n)]\right\},$$
where $n$ is the d occupation matrix and the trace includes spins and sites. When $U$ changes, the orbitals and geometry respond, but the energy is stationary with respect to them. Only the explicit dependence survives at first order:
$$\frac{dE}{dU}=\tfrac12\mathrm{Tr}[n(1-n)]\ge 0 .$$
The inequality holds because the eigenvalues of $n$ lie between 0 and 1 for orthonormal projectors. Fractional occupations, such as those produced by covalent metal–oxygen bonds, are penalised. A reaction energy contains a difference of such terms, so its slope can have either sign.

This derivative requires following one electronic state. If the calculation jumps to another magnetic or orbital solution as $U$ varies, $E(U)$ has a kink or a step, and the fit should not be trusted across it. Since $n$ depends on the projectors, so does the fitted $U$. It belongs to the functional, projectors and pseudopotentials with which it was obtained.

## Setting U

The oxidation from oxide $a$ to oxide $b$, with $y_b>y_a$, is
$$\mathrm{MO}_{y_a}+\tfrac{y_b-y_a}{2}\mathrm O_2\to\mathrm{MO}_{y_b}.$$
Its uncorrected energy is $f_b-f_a$, because $E^{\rm GGA}(\mathrm M)$ cancels. Division by the number of O₂ molecules and inclusion of the shift give the residual
$$\rho_{ab}(U)=\frac{2(f_b-f_a)}{y_b-y_a}-\Delta-h_{ab}^{\rm ref},\qquad h_{ab}^{\rm ref}=\frac{2(F_b-F_a)}{y_b-y_a}.$$
Let $r$ label the reactions, $w_r$ their weights, and $s_r=d\rho_r/dU$. The minimum of $\tfrac12\sum_r w_r\rho_r^2$ satisfies
$$\sum_r w_rs_r\rho_r=0. \tag{1}$$
To solve it, replace $\rho_r(U+\delta)$ by $\rho_r+s_r\delta$ and minimise over $\delta$. This requires $\sum_r w_rs_r(\rho_r+s_r\delta)=0$, which is the Gauss–Newton step
$$\delta=-\frac{\sum_r w_rs_r\rho_r}{\sum_r w_rs_r^2}. \tag{2}$$
The occupations give $s_r$ at no extra cost. If all slopes vanish throughout the interval of interest, the data do not determine $U$ there. If they vanish only at the current $U$, the step is undefined, and a scan must show whether this point is a minimum.

If the residuals are linear, $\rho_r=s_r(U-U_r)$, where $U_r$ is the value at which reaction $r$ alone is reproduced. Equation (1) then gives
$$U=\frac{\sum_r w_rs_r^2U_r}{\sum_r w_rs_r^2}.$$
The fit is a mean of the single-reaction values in which reactions more sensitive to $U$ count more. How well one $U$ serves all oxidation states is measured by the residuals $s_r(U-U_r)$, so the spread of the $U_r$ must be read together with the slopes: a reaction with small $s_r$ can have a distant $U_r$ and still a small residual. For curved residuals, scan the interval of interest as well, since there may be several minima.

**Sensitivity to the shift.** An error in $\Delta$ passes into $U$. In equation (1), $\rho_r$ depends on $\Delta$ directly, with derivative $-1$, and through $U$; $s_r$ depends on it only through $U$. Differentiation gives
$$\sum_r w_r\left[s_r'\rho_r\frac{dU}{d\Delta}+s_r\left(s_r\frac{dU}{d\Delta}-1\right)\right]=0,$$
with $s_r'=ds_r/dU$, and therefore
$$\frac{dU}{d\Delta}=\frac{\sum_r w_rs_r}{\sum_r w_r(s_r^2+\rho_rs_r')}. \tag{3}$$
For one exactly fitted reaction this is $1/s$: a weakly $U$-dependent reaction magnifies the oxygen error.

## Setting the offset

With $\Delta$ and $U$ fixed, the formation energy of oxide $j$ in the mixed scheme has the error, per metal atom,
$$d_j=f_j(U)-\tfrac{y_j}{2}\Delta-F_j .$$
The offset changes this error to $d_j-D$. With equal weights per metal atom, minimising $\sum_j(d_j-D)^2$ gives $D$ as the mean of the $d_j$.

With residuals per formula unit, the error of compound $k$ is $e_k$, and one minimises $\sum_k(e_k-\sum_{\rm M}n_{k\rm M}D_{\rm M})^2$. The normal matrix has elements $\sum_k n_{k\rm M}n_{k\rm M'}$. A binary oxide contains one metal, so the elements with $\mathrm M\neq\mathrm M'$ vanish and each metal is fitted separately. Since $e_k=n_kd_k$,
$$D=\frac{\sum_k n_k^2d_k}{\sum_k n_k^2}.$$
This choice gives M₂O₃ four times the weight of MO. Weighting per metal atom avoids a dependence on how the formula is written.

**Why one number can suffice.** Subtract the errors of two oxides and use the definition of $\rho_{ab}$:
$$d_b-d_a=(f_b-f_a)-\tfrac{y_b-y_a}{2}\Delta-(F_b-F_a)=\tfrac{y_b-y_a}{2}\rho_{ab}. \tag{4}$$
A single offset cannot remove these differences, which are proportional to the oxidation residuals left by the $U$ fit. If the $d_j$ scatter widely, look first at $U$ and at the data. An error in $\Delta$ reaches the scatter only as far as the refitted $U$ fails to absorb it: each $\rho_r$ then changes at the rate $s_r\,dU/d\Delta-1$, which is zero for linear residuals with equal slopes and about $-0.10$ and $+0.08$ for the two reactions of M in the example below. A small scatter therefore does not confirm $\Delta$.

**Where the offset acts.** In a balanced reaction let $\nu_i$ be the coefficients, positive for products. The offset changes the reaction energy by $-D\sum_{i\in+U}\nu_in_i$. Conservation of M atoms makes the sum of $\nu_in_i$ over all species zero. If all M atoms are in +U compounds, the change therefore vanishes, and the oxidation enthalpies used to fit $U$ are untouched. If some M atoms are in GGA species, the change is $+D\sum_{i\in\rm GGA}\nu_in_i$.

## Weights, and fitting everything together

Could $U$ and $D$ be fitted together to the formation energies? For a given $U$, the best $D$ is the mean $\bar d$ of the $N$ errors. What remains to be minimised over $U$ is $\sum_j(d_j-\bar d)^2$. Expanding the square of each difference gives
$$\sum_{i<j}(d_i-d_j)^2=N\sum_jd_j^2-\Big(\sum_jd_j\Big)^2=N\sum_j(d_j-\bar d)^2 .$$
With equation (4),
$$\sum_j(d_j-\bar d)^2=\frac1N\sum_{i<j}\left(\frac{y_j-y_i}{2}\right)^2\rho_{ij}^2 .$$
The joint fit is thus an oxidation fit over all pairs of oxides, with weights proportional to $(y_j-y_i)^2$. Equal weights on successive oxidations are a different choice and in general give a different $U$. Use the pair weights if formation energies per metal atom matter most, and equal weights if successive oxidation enthalpies do.

One may go further and fit $\Delta$ jointly too. If $U$ and $D$ can bring all errors of a metal to zero for every $\Delta$ near the solution, that metal adds nothing to the minimised sum and leaves $\Delta$ unchanged. This is the case of Q. A metal with more data than parameters generally pulls on $\Delta$, and errors of its d shell then enter the oxygen shift. The sequential order prevents this.

## Worked example

The data are round model parameters and describe no real material. Five oxides without transition metals have these enthalpies, in Ry per O₂:

| $h^{\rm ref}$ | $h^{\rm GGA}$ | error |
|---|---|---|
| −0.800 | −0.696 | 0.104 |
| −0.880 | −0.784 | 0.096 |
| −0.820 | −0.712 | 0.108 |
| −0.600 | −0.508 | 0.092 |
| −0.660 | −0.554 | 0.106 |

The mean error is $\Delta=0.506/5=0.1012$ Ry (1.38 eV), with standard error 0.003 Ry if the scatter is independent. The free slope is $0.98\pm0.03$, consistent with 1.

For the transition-metal oxides, the dependence on $U$ comes from $g$ identical d–p bonds per metal atom. Each bond holds one electron, with d occupation $n$, d level $\varepsilon$ above the p level, and hopping $t$:
$$e(U)=\min_n\left[\varepsilon n-2t\sqrt{n(1-n)}+\tfrac U2n(1-n)\right],$$
$$f(U)=f_{\rm GGA}+g\,[e(U)-e(0)],\qquad \frac{df}{dU}=\tfrac g2\,n(1-n).$$

| oxide | $y$ | $F$ | $f_{\rm GGA}$ | $\varepsilon$ | $t$ | $g$ |
|---|---|---|---|---|---|---|
| MO | 1.0 | −0.180 | −0.120 | 0.20 | 0.12 | 2 |
| M₂O₃ | 1.5 | −0.255 | −0.190 | 0.18 | 0.12 | 3 |
| MO₂ | 2.0 | −0.300 | −0.238 | 0.16 | 0.12 | 4 |
| QO | 1.0 | −0.180 | −0.125 | 0.22 | 0.13 | 3 |
| Q₂O₃ | 1.5 | −0.240 | −0.182 | 0.18 | 0.13 | 4 |

**Metal Q.** The reference oxidation enthalpy is $2(-0.240+0.180)/0.5=-0.240$ Ry per O₂. Plain GGA gives $2(-0.182+0.125)/0.5=-0.228$, so at $U=0$
$$\rho=-0.228-0.1012+0.240=-0.0892\ \text{Ry}.$$
For the slope, put $q=n(1-n)$. At $U=0$ the minimum obeys $\varepsilon=t(1-2n)/\sqrt q$. Squaring and using $(1-2n)^2=1-4q$ gives $q=t^2/(\varepsilon^2+4t^2)$, which is 0.1457 for QO and 0.1690 for Q₂O₃. Hence $df/dU$ is 0.2185 and 0.3380, and $s=2(0.3380-0.2185)/0.5=0.478$.

The first step of equation (2) gives $U=0.0892/0.478=0.187$ Ry. Iteration converges to 0.205 Ry (2.79 eV). The mixed-scheme errors are then
$$d_{\rm QO}=-0.0860-0.0506+0.1800=0.0434\ \text{Ry},$$
$$d_{\rm Q_2O_3}=-0.1207-0.0759+0.2400=0.0434\ \text{Ry}.$$
They agree, as equation (4) requires, and $D_{\rm Q}=0.0434$ Ry (0.59 eV).

**Metal M.** The oxidations MO→M₂O₃ and M₂O₃→MO₂ would separately need $U_r=0.259$ and 0.321 Ry. With equal weights the fit gives $U=0.295$ Ry (4.01 eV). The slopes there are 0.236 and 0.283, and the mean of the $U_r$ weighted by squared slopes is 0.296 Ry; the small difference comes from curvature. The residuals are $+0.0087$ and $-0.0072$ Ry per O₂, and they satisfy equation (1): $0.236\times0.0087\approx0.283\times0.0072$.

The errors $d_j$ are 0.0444, 0.0465 and 0.0447 Ry, so $D_{\rm M}=0.0452$ Ry (0.615 eV). Formula-unit weights would give 0.0459 Ry. The joint fit of $U$ and $D$ gives 0.293 and 0.0449 Ry, and the all-pairs oxidation fit reproduces that $U$. Fitting $\Delta$ together with the formation errors of M per metal atom moves it by $6\times10^{-6}$ Ry; fitting it together with the two oxidation residuals per O₂ moves it by $3\times10^{-4}$ Ry. The pull depends on the weights, and both values are small here beside the standard error.

**How sure is U?** Equation (3) gives $dU/d\Delta=3.8$ for M. The standard error of $\Delta$ thus contributes 0.012 Ry to $U$, less than the 0.062 Ry between the two $U_r$.

Extrapolation is a larger concern. The reference oxidation enthalpies of M are $-0.30$ and $-0.18$ Ry per O₂, far from the calibration mean of $-0.752$. At their midpoint, $-0.24$, the slope uncertainty of 0.0325 corresponds to $0.0325\times0.512\approx0.017$ Ry in the shift, or about 0.06 Ry in $U$ to first order. A constant shift is compatible with the calibration data, but these data do not test it closely where it is used.

Without any shift, the fit for M returns $U=-0.007$ Ry. At $U=0$ the two residuals would then be $+0.020$ and $-0.012$ Ry, with opposite signs, and no positive $U$ improves the fit near zero. In this example the need for $U$ becomes visible after the oxygen correction.

**What the offset repairs.** Consider M + M₂O₃ → 3 MO. O₂ does not take part, so the oxygen shift enters only indirectly, through the fitted $U$ and $D_{\rm M}$. The reference energy is
$$3(-0.180)-2(-0.255)=-0.030\ \text{Ry}.$$
GGA metal combined with GGA+U oxides, without an offset, gives
$$3(-0.08505)-2(-0.13259)\approx+0.010\ \text{Ry}.$$
The sign is wrong: MO appears unstable towards M and M₂O₃. Plain GGA for all species gives $3(-0.120)-2(-0.190)=+0.020$ Ry, also with the wrong sign, but mostly for another reason. By equation (4) the error of this reaction is $3d_{\rm MO}-2d_{\rm M_2O_3}=d_{\rm MO}-\rho/2$, with $\rho$ the residual of MO→M₂O₃. At $U=0$ this is $0.0094+0.0406$ Ry, mainly the oxidation error that $U$ removes. At the fitted $U$ it is $0.0444-0.0043$ Ry, and $d_{\rm MO}$ consists of 0.0350 Ry added by $U$ to the oxide but not to the metal, plus the 0.0094 Ry already present at $U=0$. The offset removes the mean error per metal atom, whatever its origin. In the mixed scheme one GGA metal atom is consumed, so the offset adds $-D_{\rm M}$, and the result is $-0.035$ Ry. The remaining error of $-0.005$ Ry is larger than any single $d_j-D$, because the coefficients 3 and 2 multiply residuals of opposite sign.

The numerical check compares the fits with direct minimisation and the sensitivities with complete refits.

## Choosing the settings

- Determine $\Delta$ first, with the functional and O₂ calculation that will be used later. If $\Delta$ changes, refit $U$ and then $D$.
- Include calibration oxides whose enthalpies per O₂ approach those of the oxidations of interest.
- Use one $U$ per metal throughout a reaction. The errors $d_j$ depend on $U$, so $D$ belongs to the $U$ at which it was fitted; energies computed with different $U$ would need different offsets, and the cancellation of $D$ among +U compounds would be lost.
- Report the single-reaction values $U_r$ beside the fitted $U$. A wide spread among reactions with sizeable slopes means large residuals. The cause may be that one $U$ does not describe all the oxidation states, or an error in $\Delta$, which moves each $U_r$ at its own rate $1/s_r$, with the slope taken at $U_r$ (4.0 and 3.7 for M), or an error in the data.
- Apply $D$ to +U compounds, in proportion to their metal content, whenever GGA species containing that metal take part. Among +U compounds alone it cancels.
- Treat use outside binary oxides as an extrapolation. The fit does not show that the same $D$ holds for mixed-metal oxides or for other anions.

## Calculated quantities

```
Non-transition-metal oxides, Ry per O2: reference, GGA, error
 oxide 1: -0.800 -0.696 0.104
 oxide 2: -0.880 -0.784 0.096
 oxide 3: -0.820 -0.712 0.108
 oxide 4: -0.600 -0.508 0.092
 oxide 5: -0.660 -0.554 0.106
O2 shift = 0.10120 Ry = 1.377 eV
standard error of shift = 0.00307 Ry
free slope = 0.9838, standard error 0.0325
Inputs: y, F, f_GGA (Ry per metal), eps, t (Ry), bonds g
 MO: 1.0 -0.180 -0.120 0.20 0.12 2
 M2O3: 1.5 -0.255 -0.190 0.18 0.12 3
 MO2: 2.0 -0.300 -0.238 0.16 0.12 4
 QO: 1.0 -0.180 -0.125 0.22 0.13 3
 Q2O3: 1.5 -0.240 -0.182 0.18 0.13 4
M: residuals at U=0 (Ry per O2): [-0.0812 -0.1132]
M: slopes at U=0 (no unit): [0.3698 0.4246]
M: first U iterates (Ry): [0.2463  0.2928  0.29492 0.29493]
M: U = 0.29493 Ry = 4.013 eV
Q: residuals at U=0 (Ry per O2): [-0.0892]
Q: slopes at U=0 (no unit): [0.4779]
Q: first U iterates (Ry): [0.18666 0.20465 0.20489 0.20489]
Q: U = 0.20489 Ry = 2.788 eV
M: single-reaction crossings (Ry): [0.25946 0.32111]
M: slopes at fitted U (no unit): [0.2358 0.2826]
M: slope-squared mean of crossings = 0.29581 Ry
M: residuals at fitted U (Ry per O2): [ 0.00865 -0.00722]
M: U fitted without O2 shift = -0.00727 Ry
M: dU/dshift = 3.8263, dD/dshift = -0.1619 (no unit)
M: U error from shift error = 0.01176 Ry
M: f at fitted U (Ry per metal): [-0.08505 -0.13259 -0.15409]
M: mixed errors d (Ry per metal): [0.04435 0.04651 0.04471]
M: offset D = 0.04519 Ry = 0.615 eV
M: D, formula-unit weights = 0.04585 Ry
Q: f at fitted U (Ry per metal): [-0.08597 -0.12067]
Q: mixed errors d (Ry per metal): [0.04343 0.04343]
Q: offset D = 0.04343 Ry = 0.591 eV
Q: D, formula-unit weights = 0.04343 Ry
M: errors after offset (Ry per metal): [-0.00084  0.00132 -0.00048]
M: joint (U, D) fit = 0.29309, 0.04491 Ry
M: all-pairs oxidation fit U = 0.29309 Ry
Change of O2 shift in joint fit with M = 6.01e-06 Ry
Joint fit with Q leaves shift within 1e-8 Ry: True
Reaction M + M2O3 -> 3 MO, Ry per reaction:
 reference -0.03000, no offset 0.01003, offset -0.03517
```
